**Three-gamma reduction and V−A chain contractions**

In four dimensions with metric (+,−,−,−), γ5 = iγ⁰γ¹γ²γ³ and ε^{0123} = +1, the program tests γ^μγ^νγ^ρ = g^{μν}γ^ρ + g^{νρ}γ^μ − g^{μρ}γ^ν − iε^{σμνρ}γ_σγ5. It asserts this for all 64 index choices in the Weyl and Dirac representations, and asserts that the opposite epsilon sign fails. Explicit tensor sums confirm that two triple-gamma chains, each ending in 1 − γ5, equal 16 times the single-gamma contraction in equal index order and 4 times in reversed order. The factors change places when the second chain ends in 1 + γ5. Massless spinors at two energies and four angles test the same factors in matrix elements, together with the closed forms 32E² and 16E²(1 + cos θ) for the single-gamma contractions, where E is the energy of each particle and θ the scattering angle. For E = 10 GeV and θ = 60°, the output shows 51200 and 12800 GeV² for two left-handed fermions in equal and reversed order. With a right-handed second fermion the corresponding values are 9600 and 38400 GeV².

## Numerical verification

```python
"""
Result under test (four dimensions, metric +---, eps^{0123} = +1,
gamma5 = i g^0 g^1 g^2 g^3):
  g^m g^n g^r = eta^{mn} g^r + eta^{nr} g^m - eta^{mr} g^n
                - i eps^{smnr} g_s gamma5
and, for two spinor chains each carrying (1 - gamma5), contraction of
triple-gamma chains gives 16 (equal order) or 4 (reversed order) times
the contraction of single-gamma chains. With (1 + gamma5) in the second
chain the two factors change places.
Left side: explicit matrix products and sums. Right side: the formulas.
Energies are in GeV, with hbar = c = 1.
"""
import itertools
import numpy as np

metric = np.diag([1.0, -1.0, -1.0, -1.0])
one2, one4 = np.eye(2), np.eye(4)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
off_diagonal = np.array([[0, 1], [-1, 0]])
space_gammas = [np.kron(off_diagonal, s) for s in pauli]
weyl = np.array([np.kron(pauli[0], one2)] + space_gammas)
dirac = np.array([np.kron(pauli[2], one2)] + space_gammas)

# Levi-Civita symbol as the determinant of a matrix of selected unit rows
eps = np.zeros((4, 4, 4, 4))
for index in itertools.product(range(4), repeat=4):
    eps[index] = round(np.linalg.det(one4[list(index)]))
eps_low = np.einsum('ai,bj,ck,dl,ijkl->abcd', metric, metric, metric,
                    metric, eps)
eps_contraction = np.einsum('smnr,tmnr->st', eps, eps_low)
assert np.allclose(eps_contraction, -6 * one4)


def lower(gam):
    return np.einsum('mn,nab->mab', metric, gam)


def triple(gam):
    return np.einsum('mab,nbc,rcd->mnrad', gam, gam, gam)


def reverse(chain):
    return chain.transpose(2, 1, 0, 3, 4)


def contract3(first, second):
    return np.einsum('mnrab,mnrcd->abcd', first, second)


def contract1(first, second):
    return np.einsum('mab,mcd->abcd', first, second)


# Reduction of three gammas, all 64 index choices, two representations
for gam in (weyl, dirac):
    for m, n in itertools.product(range(4), repeat=2):
        anti = gam[m] @ gam[n] + gam[n] @ gam[m]
        assert np.allclose(anti, 2 * metric[m, n] * one4)
    g5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]
    product = triple(gam)
    even = (product + reverse(product)) / 2
    odd = (product - reverse(product)) / 2
    even_formula = (np.einsum('mn,rab->mnrab', metric, gam)
                    + np.einsum('nr,mab->mnrab', metric, gam)
                    - np.einsum('mr,nab->mnrab', metric, gam))
    odd_formula = -1j * np.einsum('smnr,sab->mnrab', eps, lower(gam) @ g5)
    assert np.allclose(even, even_formula)
    assert np.allclose(odd, odd_formula)
    assert np.allclose(product, even_formula + odd_formula)
    # the opposite sign of the epsilon term must fail
    assert not np.allclose(product, even_formula - odd_formula)

# Contractions, from here on in the Weyl representation
gam, gam_low = weyl, lower(weyl)
g5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]
up3, low3 = triple(gam), triple(gam_low)
even_up, odd_up = (up3 + reverse(up3)) / 2, (up3 - reverse(up3)) / 2
even_low, odd_low = (low3 + reverse(low3)) / 2, (low3 - reverse(low3)) / 2
vector = contract1(gam, gam_low)
axial = contract1(gam @ g5, gam_low @ g5)


def coefficient(tensor, basis):
    return (np.vdot(basis, tensor) / np.vdot(basis, basis)).real


assert np.allclose(contract3(even_up, even_low), 10 * vector)
assert np.allclose(contract3(odd_up, odd_low), 6 * axial)
assert np.allclose(contract3(even_up, odd_low), 0)
assert np.allclose(contract3(odd_up, even_low), 0)
assert np.allclose(contract3(up3, low3), 10 * vector + 6 * axial)
assert np.allclose(contract3(up3, reverse(low3)), 10 * vector - 6 * axial)

left, right = one4 - g5, one4 + g5
assert np.allclose(g5 @ left, -left) and np.allclose(g5 @ right, right)
factors = {}
for name, second, expected in (('LL', left, (16, 4)), ('LR', right, (4, 16))):
    single = contract1(gam @ left, gam_low @ second)
    for order, chain, number in (('equal', low3, expected[0]),
                                 ('reversed', reverse(low3), expected[1])):
        full = contract3(up3 @ left, chain @ second)
        assert np.allclose(full, number * single)
        factors[name, order] = coefficient(full, single)

# Joining the two chains into one matrix product
joined_equal = np.einsum('mnrab,mnrbc->ac', up3, low3)
joined_reversed = np.einsum('mnrab,mnrbc->ac', up3, reverse(low3))
assert np.allclose(joined_equal, (10 * 4 - 6 * 4) * one4)
assert np.allclose(joined_reversed, (10 * 4 + 6 * 4) * one4)
axial_joined = np.einsum('mab,mbc->ac', gam @ g5, gam_low @ g5)
assert np.allclose(axial_joined, -4 * one4)


# Massless scattering 1 + 2 -> 3 + 4 in the centre-of-mass frame
def spinor(energy, theta, backward, handed):
    """Massless spinor moving along n(theta), or along -n if backward."""
    spin_up = np.array([np.cos(theta / 2), np.sin(theta / 2)])
    spin_down = np.array([-np.sin(theta / 2), np.cos(theta / 2)])
    xi = spin_up if (handed == 'R') != backward else spin_down
    zero = np.zeros(2)
    parts = [xi, zero] if handed == 'L' else [zero, xi]
    u = np.sqrt(2 * energy) * np.concatenate(parts)
    sign = -1 if backward else 1
    p = energy * np.array([1, sign * np.sin(theta), 0, sign * np.cos(theta)])
    assert np.allclose(np.einsum('m,mab,b->a', p, gam_low, u), 0)
    assert np.isclose(np.vdot(u, u).real, 2 * energy)
    return u


def element(u_out, matrices, u_in):
    return np.einsum('a,...ab,b->...', u_out.conj() @ gam[0], matrices, u_in)


def scattering(energy, theta, handed):
    u1 = spinor(energy, 0.0, False, 'L')
    u2 = spinor(energy, 0.0, True, handed)
    u3 = spinor(energy, theta, False, 'L')
    u4 = spinor(energy, theta, True, handed)
    second = left if handed == 'L' else right
    j1 = element(u3, gam @ left, u1)
    j2 = element(u4, gam @ second, u2)

    def sum64(first_chain, second_chain):
        return np.sum(element(u3, first_chain @ left, u1)
                      * element(u4, second_chain @ second, u2))

    return {'j1': j1, 'j2': j2, 'single': j1 @ metric @ j2,
            'equal': sum64(up3, low3), 'reversed': sum64(up3, reverse(low3)),
            'even': sum64(even_up, even_low), 'odd': sum64(odd_up, odd_low)}


for angle in (0.3, 1.1, 2.0, 2.9):
    for energy in (1.0, 7.0):
        ll = scattering(energy, angle, 'L')
        lr = scattering(energy, angle, 'R')
        assert np.isclose(ll['single'], 32 * energy**2)
        assert np.isclose(lr['single'], 16 * energy**2 * (1 + np.cos(angle)))
        assert np.isclose(ll['equal'], 16 * ll['single'])
        assert np.isclose(ll['reversed'], 4 * ll['single'])
        assert np.isclose(lr['equal'], 4 * lr['single'])
        assert np.isclose(lr['reversed'], 16 * lr['single'])

beam_energy, angle_deg = 10.0, 60.0
ll = scattering(beam_energy, np.radians(angle_deg), 'L')
lr = scattering(beam_energy, np.radians(angle_deg), 'R')
for case, sign in ((ll, 1), (lr, -1)):
    assert np.isclose(case['even'], 10 * case['single'])
    assert np.isclose(case['odd'], sign * 6 * case['single'])
    assert np.isclose(case['even'] + case['odd'], case['equal'])
    assert np.isclose(case['even'] - case['odd'], case['reversed'])


def show(label, value, unit):
    value = complex(value)
    re, im = round(value.real, 4) + 0.0, round(value.imag, 4) + 0.0
    text = f'{re:.4f}' if im == 0 else f'{re:.4f} {im:+.4f} i'
    print(f'{label}: {text} {unit}')


print('Pure numbers (dimensionless)')
show('eps^{smnr} eps_{tmnr}, s = t = 0', eps_contraction[0, 0], '')
show('S x S coefficient of vector x vector',
     coefficient(contract3(even_up, even_low), vector), '')
show('A x A coefficient of axial x axial',
     coefficient(contract3(odd_up, odd_low), axial), '')
for (name, order), value in factors.items():
    show(f'factor {name}, {order} order', value, '')
show('joined product, equal order', joined_equal[0, 0], '')
show('joined product, reversed order', joined_reversed[0, 0], '')
print('Scattering example')
show('energy of each particle E', beam_energy, 'GeV')
show('scattering angle', angle_deg, 'degrees')
show('s = (2E)^2', (2 * beam_energy)**2, 'GeV^2')
for name, case in (('LL', ll), ('LR', lr)):
    for current in ('j1', 'j2'):
        for m in range(4):
            show(f'{name} {current.upper()}^{m}', case[current][m], 'GeV')
    show(f'{name} J1.J2', case['single'], 'GeV^2')
    show(f'{name} S part of 64-term sum', case['even'], 'GeV^2')
    show(f'{name} A part of 64-term sum, equal order', case['odd'], 'GeV^2')
    show(f'{name} 64-term sum, equal order', case['equal'], 'GeV^2')
    show(f'{name} 64-term sum, reversed order', case['reversed'], 'GeV^2')
print('all assertions hold')
```

Running it gives:

```
Pure numbers (dimensionless)
eps^{smnr} eps_{tmnr}, s = t = 0: -6.0000 
S x S coefficient of vector x vector: 10.0000 
A x A coefficient of axial x axial: 6.0000 
factor LL, equal order: 16.0000 
factor LL, reversed order: 4.0000 
factor LR, equal order: 4.0000 
factor LR, reversed order: 16.0000 
joined product, equal order: 16.0000 
joined product, reversed order: 64.0000 
Scattering example
energy of each particle E: 10.0000 GeV
scattering angle: 60.0000 degrees
s = (2E)^2: 400.0000 GeV^2
LL J1^0: 34.6410 GeV
LL J1^1: 20.0000 GeV
LL J1^2: 0.0000 -20.0000 i GeV
LL J1^3: 34.6410 GeV
LL J2^0: 34.6410 GeV
LL J2^1: -20.0000 GeV
LL J2^2: 0.0000 -20.0000 i GeV
LL J2^3: -34.6410 GeV
LL J1.J2: 3200.0000 GeV^2
LL S part of 64-term sum: 32000.0000 GeV^2
LL A part of 64-term sum, equal order: 19200.0000 GeV^2
LL 64-term sum, equal order: 51200.0000 GeV^2
LL 64-term sum, reversed order: 12800.0000 GeV^2
LR J1^0: 34.6410 GeV
LR J1^1: 20.0000 GeV
LR J1^2: 0.0000 -20.0000 i GeV
LR J1^3: 34.6410 GeV
LR J2^0: 34.6410 GeV
LR J2^1: -20.0000 GeV
LR J2^2: 0.0000 +20.0000 i GeV
LR J2^3: -34.6410 GeV
LR J1.J2: 2400.0000 GeV^2
LR S part of 64-term sum: 24000.0000 GeV^2
LR A part of 64-term sum, equal order: -14400.0000 GeV^2
LR 64-term sum, equal order: 9600.0000 GeV^2
LR 64-term sum, reversed order: 38400.0000 GeV^2
all assertions hold
```
